# Electron-driven occupation of an undamped vibration in an equally coupled junction

## What dimensions and symmetry fix

A vibration of quantum \(\hbar\omega\) sits between two metallic leads at zero temperature. The bias \(V\) separates their chemical potentials, \(\mu_L-\mu_R=eV\), with \(e>0\). Electrons passing through can give the vibration a quantum or take one away, and nothing else damps it. What is its mean occupation \(N\) in the steady state?

To lowest order in the electron–vibration coupling \(\lambda\), the rates of giving and taking are both proportional to \(\lambda^2\). The steady state depends on their ratio, so \(\lambda\) drops out. If the electronic spectrum is flat over all energies involved, it supplies no energy scale either. The only energies left are \(eV\) and \(\hbar\omega\), and therefore, for a given junction and mode,

\[
N=g\!\left(\frac{eV}{\hbar\omega}\right).
\]

The function \(g\) can still depend on dimensionless properties of the junction, such as the ratio of the couplings to the two leads. With identical couplings to the two leads, reversing the bias merely exchanges them, so \(V>0\) can be chosen. At zero temperature an electron can lose at most \(eV\), since every state below the lower chemical potential is full. At this order, then, \(g=0\) for \(eV<\hbar\omega\). The function above threshold has to be calculated.

## One level and its rates

Take one electronic level of energy \(\varepsilon\), with operator \(d\), coupled to leads \(L\) and \(R\) with widths \(\Gamma_L\) and \(\Gamma_R\); \(\Gamma=\Gamma_L+\Gamma_R\). The vibration shifts the level:

\[
H'=\lambda\, d^\dagger d\,(b+b^\dagger).
\]

First I need the weight on the level of an electron arriving from a lead. For an incoming state \(k\) of energy \(E\), with hopping \(V_k\) to the level, the amplitude \(a_k\) obeys

\[
(E-\varepsilon)\,a_k=V_k+\sum_q\frac{|V_q|^2}{E-E_q+i0}\,a_k .
\]

In a wide, flat band the sum is \(-i\Gamma/2\), so \(a_k=V_k/(E-\varepsilon+i\Gamma/2)\). The width is defined by \(\sum_{k\in\alpha}|V_k|^2\delta(E-E_k)=\Gamma_\alpha/2\pi\), which gives

\[
\sum_{k\in\alpha}|a_k|^2\delta(E-E_k)=\frac{A_\alpha(E)}{2\pi},\qquad
A_\alpha(E)=\frac{\Gamma_\alpha}{(E-\varepsilon)^2+\Gamma^2/4}.
\]

In these states \(d^\dagger d=\sum_{kq}a_k^*a_q\,c_k^\dagger c_q\). Its average displaces the rest position of the vibration, which in turn shifts the level; from here on \(\varepsilon\) denotes the shifted level. The remainder causes transitions. Since \(b^\dagger\) has squared matrix element \(n+1\) between \(n\) and \(n+1\), the golden rule gives an upward rate \((n+1)R_\uparrow\). With two spins,

\[
R_\uparrow=2\,\frac{2\pi}{\hbar}\lambda^2\sum_{kq}|a_k|^2|a_q|^2 f_k(1-f_q)\,\delta(E_k-E_q-\hbar\omega).
\]

Each sum over states contributes \(1/2\pi\), so

\[
R_\uparrow=\frac{2\lambda^2}{2\pi\hbar}\sum_{\alpha\beta}\int dE\,A_\alpha(E)A_\beta(E-\hbar\omega)f_\alpha(E)\,[1-f_\beta(E-\hbar\omega)].
\]

The downward rate is \(nR_\downarrow\), where \(R_\downarrow\) follows from \(\hbar\omega\to-\hbar\omega\) inside the integral.

## Simplest case: no bias

Let \(\Gamma_L=\Gamma_R=\Gamma/2\) and let the spectral functions be flat. Each integral is then a common constant times the length of the allowed energy window. At \(V=0\) no electron can lose energy, so \(R_\uparrow=0\). An electron that gains \(\hbar\omega\) can start anywhere within \(\hbar\omega\) below the chemical potential. There are four routes, \(LL\), \(RR\), \(LR\) and \(RL\) (from the first lead to the second), and the total window is \(4\hbar\omega\). The vibration decays to \(N=0\), as it should in equilibrium at zero temperature.

## Turning on the bias

Emission from lead \(\alpha\) to lead \(\beta\) needs \(E<\mu_\alpha\) and \(E-\hbar\omega>\mu_\beta\). The window length is \(\max(0,\mu_\alpha-\mu_\beta-\hbar\omega)\). For absorption the sign of \(\hbar\omega\) is reversed. Above threshold:

- Emission: \(LR\) gives \(eV-\hbar\omega\); the other three routes give zero.
- Absorption: \(LL\) and \(RR\) give \(\hbar\omega\) each, \(LR\) gives \(eV+\hbar\omega\), and \(RL\) gives zero.

The sums are

\[
W_\uparrow=eV-\hbar\omega,\qquad W_\downarrow=eV+3\hbar\omega,\qquad W_\downarrow-W_\uparrow=4\hbar\omega .
\]

Below threshold \(W_\uparrow=0\), while \(RL\) absorption contributes \(\hbar\omega-eV\). The absorption sum is then \(2\hbar\omega+(eV+\hbar\omega)+(\hbar\omega-eV)=4\hbar\omega\). The difference is the same at every bias.

For damping slow compared with \(\omega\), the populations \(P_n\) obey a ladder of rate equations. Each upward step raises \(n\) by one and each downward step lowers it by one, so

\[
\frac{dN}{dt}=\sum_n P_n\,[(n+1)R_\uparrow-nR_\downarrow]
=R_\uparrow-(R_\downarrow-R_\uparrow)N .
\]

Setting this to zero gives \(N=W_\uparrow/(W_\downarrow-W_\uparrow)\), that is

\[
\boxed{N=\frac{eV-\hbar\omega}{4\hbar\omega}\quad(eV\ge\hbar\omega),\qquad N=0\quad(eV<\hbar\omega).}
\]

The occupation is continuous at threshold. The bias raises the emission and absorption coefficients equally, so their difference, the electronic damping rate, stays fixed while the drive grows.

With the level midway between the chemical potentials, \(A_\alpha\simeq 2/\Gamma\), and

\[
R_{\uparrow,\downarrow}=\frac{4\lambda^2}{\pi\hbar\Gamma^2}W_{\uparrow,\downarrow},\qquad
\gamma=R_\downarrow-R_\uparrow=\frac{16\lambda^2\omega}{\pi\Gamma^2}.
\]

A smaller \(\lambda\) delays the steady state but leaves its occupation unchanged.

## The distribution

In the steady state the net flow between neighbouring rungs vanishes: \((n+1)R_\uparrow P_n=(n+1)R_\downarrow P_{n+1}\). Hence

\[
\frac{P_{n+1}}{P_n}=\frac{eV-\hbar\omega}{eV+3\hbar\omega}=\frac{N}{N+1}.
\]

This constant ratio is that of a thermal oscillator with

\[
k_BT_{\rm eff}=\frac{\hbar\omega}{\ln(1+1/N)} .
\]

For large \(N\), \(\ln(1+1/N)\simeq1/(N+\tfrac12)\), so \(k_BT_{\rm eff}\simeq(N+\tfrac12)\hbar\omega=(eV+\hbar\omega)/4\). Far above threshold the effective thermal energy approaches a quarter of the bias energy.

## Unequal couplings, and why mirror symmetry is not enough

For several orbitals the coupling is a matrix \(M\) and the spectral functions are matrices. Each route carries a weight \(C_{\alpha\beta}={\rm Tr}[MA_\alpha MA_\beta]\), with \(C_{LR}=C_{RL}\) because a trace is cyclic. Pair the absorption route \(\alpha\beta\) with the emission route \(\beta\alpha\). If \(x=\mu_\alpha-\mu_\beta+\hbar\omega\), their windows differ by \(\max(0,x)-\max(0,-x)=x\). Summing \(C_{\alpha\beta}x\) cancels \(eV\) between \(LR\) and \(RL\), so the difference between absorption and emission is \(\hbar\omega(C_{LL}+C_{RR}+2C_{LR})\). Above threshold only the route \(LR\) emits, with weight \(C_{LR}\) and window \(eV-\hbar\omega\). Hence, for \(eV\ge\hbar\omega\),

\[
N=\frac{C_{LR}}{C_{LL}+C_{RR}+2C_{LR}}\;\frac{eV-\hbar\omega}{\hbar\omega}.
\]

The factor four requires \(C_{LL}+C_{RR}=2C_{LR}\). For one level, \(C_{\alpha\beta}\propto\Gamma_\alpha\Gamma_\beta\), and the prefactor is \(\Gamma_L\Gamma_R/\Gamma^2\). It equals \(1/4\) for equal couplings, is smaller otherwise, and vanishes when one lead is disconnected, since no current then drives the vibration.

Now consider two identical sites at the Fermi energy, joined by hopping \(t\). Each has width \(w\) from its own lead. With \(D=w^2/4+t^2\), the Green function is

\[
G=\begin{pmatrix}iw/2&-t\\-t&iw/2\end{pmatrix}^{-1}
=-\frac1D\begin{pmatrix}iw/2&t\\t&iw/2\end{pmatrix}.
\]

Let the mode raise one site and lower the other, \(M=\lambda\,{\rm diag}(1,-1)\). The columns \(g_1,g_2\) of \(G\) give \(A_L=w\,g_1g_1^\dagger\) and \(A_R=w\,g_2g_2^\dagger\). The required elements are

\[
g_1^\dagger Mg_1=-g_2^\dagger Mg_2=\frac{\lambda(w^2/4-t^2)}{D^2},\qquad
g_1^\dagger Mg_2=-\frac{i\lambda wt}{D^2}.
\]

Consequently \(C_{LL}=C_{RR}\propto(w^2/4-t^2)^2\) and \(C_{LR}\propto w^2t^2\), with the same constant. Because \((w^2/4-t^2)^2+w^2t^2=D^2\), the prefactor of \(N\) is

\[
\frac{w^2t^2}{2D^2}=\frac{\mathcal T}{2},\qquad \mathcal T=w^2|G_{12}|^2,
\]

where \(\mathcal T\) is the transmission. This junction is mirror-symmetric, yet its prefactor varies. At \(t=w/2\), \(\mathcal T=1\) and \(C_{LL}=C_{RR}=0\): electrons returning to their own lead no longer damp the mode. For \(eV=4\hbar\omega\) this gives \(N=1.5\), twice the one-level value. At \(t=0.1w\), \(\mathcal T=0.148\) and \(N=0.222\).

## Finite temperature

For warm leads, a window of signed length \(x\) becomes \(\int dy\,f(y)[1-f(y+x)]\), with \(f(y)=1/(e^{y/k_BT}+1)\). Writing out the Fermi functions gives

\[
f(y)[1-f(y+x)]=\frac{f(y)-f(y+x)}{1-e^{-x/k_BT}} .
\]

The numerator integrates to \(x\), so the window becomes

\[
F(x)=\frac{x}{1-e^{-x/k_BT}},\qquad F(x)-F(-x)=x .
\]

The second relation keeps the denominator at \(4\hbar\omega\):

\[
N=\frac{2F(-\hbar\omega)+F(eV-\hbar\omega)+F(-eV-\hbar\omega)}{4\hbar\omega}.
\]

At \(V=0\) all four terms equal \(F(-\hbar\omega)=\hbar\omega/(e^{\hbar\omega/k_BT}-1)\), and \(N\) is the Bose–Einstein occupation. For \(T\to0\), \(F(x)\to\max(0,x)\), which returns the boxed result.

## Numbers for a molecular junction

Take \(\hbar\omega=50\) meV, \(V=200\) mV, \(\Gamma=2\) eV, \(\lambda=50\) meV, equal couplings, and the level midway between the chemical potentials. Then

\[
N=\frac{200-50}{4\times50}=\frac{150}{200}=0.75 .
\]

The flat-spectrum formula gives zero at 50 mV, 0.25 at 100 mV and 1.75 at 400 mV; at 400 mV the rate integrals for a width of 2 eV give 1.86, so flatness already holds less well there. At 200 mV the population ratio is \(150/350=0.429\), and 57% of the population is in the ground state. The effective temperature is

\[
T_{\rm eff}=\frac{50\ {\rm meV}}{k_B\ln(1+1/0.75)}\simeq685\ {\rm K}.
\]

With \(\omega=7.596\times10^{13}\) rad/s, the damping rate is

\[
\gamma=\frac{16(0.050)^2}{\pi(2.00)^2}\,\omega=2.42\times10^{11}\ {\rm s^{-1}},
\]

a damping time of 4.1 ps. Since \(\gamma/\omega=0.0032\), the ladder description is justified.

Integrating the transmission \((\Gamma/2)^2/[E^2+(\Gamma/2)^2]\) over the bias window, with two spins, gives a current of 15.4 µA and a Joule power of 3.09 µW. Emission events occur at the rate \(R_\uparrow(N+1)=1.813\times10^{11}\times1.75=3.17\times10^{11}\ {\rm s^{-1}}\), or 0.0033 per electron passed. They put 2.54 nW into the vibration. Absorption removes the same power, so the vibration is hot without being a net sink of heat. In this model the Joule power ends up in the electrons of the leads.

## The windows from time evolution

The windows can also be obtained by evolving a finite system of electrons in time. The vibration is not part of this system; the golden rule still links the electronic fluctuations to its rates. Each lead was given 600 levels spread over \(\pm50\hbar\omega\), with \(\Gamma=40\hbar\omega\). The leads were filled separately and joined to the level. After a settling time of \(4/\omega\), the fluctuations of \(d^\dagger d\) were Fourier-transformed over a further \(30/\omega\), with a Gaussian taper. Their spectrum at \(-\omega\) measures emission and at \(+\omega\) absorption.

At \(eV=4\hbar\omega\) the windows came out as 2.996 and 6.940 quanta, against 3 and 7 in the flat limit. The occupation was 0.760 instead of 0.750. At \(eV=\hbar\omega/3\) it was 0.005 instead of zero; the source of this small remainder was not traced. With widths \(32\hbar\omega\) and \(8\hbar\omega\) at \(eV=4\hbar\omega\), the evolution gave 0.487, against \((32\times8/40^2)\times3=0.480\).

## Where the result moves or fails

**Level width.** For equal couplings \(A_L=A_R=A\). Subtracting emission from absorption for each pair of energies \(E\) and \(E+\hbar\omega\) gives

\[
\gamma=\frac{2\lambda^2}{2\pi\hbar}\int dE\,A(E)A(E+\hbar\omega)\,2\sum_\alpha[f_\alpha(E)-f_\alpha(E+\hbar\omega)] .
\]

At zero temperature damping thus comes from pairs that straddle \(\mu_L\) or \(\mu_R\), whereas emission uses pairs lying between them. If the level is centred in the bias window and \(\Gamma\ge\hbar\omega\), the product \(A(E)A(E+\hbar\omega)\) has a single peak, at the middle of the emitting pairs, and emission is favoured. A narrower level gives two peaks, and close to threshold damping can be favoured instead. Numerical integration gives \(N=0.762\) for \(\Gamma=2\) eV and 1.99 for \(\Gamma=0.2\) eV, with bias and quantum unchanged. The flat-spectrum result has failed in the second case. That value is lowest order in \(\lambda\) and needs a coupling well below 50 meV: with \(\lambda=50\) meV and \(\Gamma=0.2\) eV, \(\gamma/\omega\) would be about 0.08 and the softening parameter \(2\chi\lambda^2/\hbar\omega_0\) introduced below about 0.3. Moving the level of width 2 eV by 0.3 eV in energy gives 0.756.

**Leakage.** A cold phonon bath that removes quanta at rate \(\gamma_dN\) changes the steady state to \(N=R_\uparrow/(\gamma+\gamma_d)\). For a leakage lifetime of 20 ps,

\[
N=\frac{1.813\times10^{11}}{2.418\times10^{11}+0.500\times10^{11}}=0.62,
\]

which is 17% below 0.75. With leakage present, \(\lambda\) no longer cancels.

**Temperature.** At 4.2 K, integration with \(\Gamma=2\) eV again gives 0.762. At 300 K it gives 0.849; the flat formula gives 0.837. These 300 K values keep the vibration free of any phonon bath.

**Softening.** The electrons also change the frequency. A displacement \(x=b+b^\dagger\) shifts the level by \(\lambda x\) and changes its filling by \(-\chi\lambda x\), where \(\chi=-dn/d\varepsilon\) and \(n\) counts both spins. If the electrons follow the slow vibration, this adds \(-\tfrac12\chi\lambda^2x^2\) to the bare potential \(\hbar\omega_0x^2/4\), so

\[
\omega=\omega_0\sqrt{1-\frac{2\chi\lambda^2}{\hbar\omega_0}} .
\]

Differentiating the numerically integrated filling gives \(\chi=0.630\ {\rm eV^{-1}}\). If 50 meV were the bare quantum, the dressed one would be 48.4 meV and the flat formula would give \(N=0.783\). The \(\hbar\omega\) in the boxed formula is the dressed quantum.

**Real junctions.** The parameters are illustrative and not fitted to a particular molecule. They describe a level strongly coupled to two metal electrodes at liquid-helium temperature. The nearly full transmission, and hence the large current, comes from the resonant level and the equal couplings; an off-resonant level or unequal couplings would lower both. The model also leaves out repulsion between electrons on the level, so the rates and the damping time quoted here hold for independent electrons. The absence of leakage is a further assumption. It is least secure for a mode whose frequency lies within the phonon band of the electrodes. The 17% reduction belongs to the assumed 20 ps lifetime; a lifetime shorter than 4.1 ps would make leakage the larger damping channel. For independent electrons passing through a single level between cold leads, the formula can serve as a heating estimate when the coupling to the vibration is weak, the spectrum is flat, the two leads are coupled equally and \(\gamma_d\ll\gamma\).
